# Hartree and exchange energies of the hydrogen atom, exact and local

**Setting.** A hydrogen atom is in its ground state. The nucleus is a fixed point charge, relativity is neglected, and the single electron has spin up. Hartree atomic units are used, so lengths are in bohr and energies in hartree. The orbital and the density are

\[
\varphi(r)=\frac{e^{-r}}{\sqrt{\pi}},\qquad n(r)=n_\uparrow(r)=\frac{e^{-2r}}{\pi},\qquad n_\downarrow=0 .
\]

The Hartree energy of a density and the Fock exchange energy of a set of occupied orbitals are defined by

\[
U=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

\[
E_x=-\frac12\sum_\sigma\sum_{ij}\iint\frac{\varphi_{i\sigma}^*(\mathbf r)\varphi_{j\sigma}(\mathbf r)\,\varphi_{j\sigma}^*(\mathbf r')\varphi_{i\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

where \(i\) and \(j\) run over the occupied orbitals of spin \(\sigma\), including \(i=j\). "Exact exchange" means this Fock expression. The following integral may be used throughout, for \(a>0\) and integer \(m\ge 0\):

\[
\int_0^\infty r^m e^{-ar}\,dr=\frac{m!}{a^{m+1}} .
\]

## Part (a)

**Question.** Find the electrostatic potential \(v_H(r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\) of the electron density, and from it the Hartree energy.

**Answer.** The density is spherical, so the Coulomb interaction may first be averaged over the direction of \(\mathbf r'\). With \(c\) the cosine of the angle between \(\mathbf r\) and \(\mathbf r'\),

\[
\frac12\int_{-1}^{1}\frac{dc}{\sqrt{r^2+r'^2-2rr'c}}
=\frac{(r+r')-|r-r'|}{2rr'}=\frac{1}{\max(r,r')} .
\]

The radial integral therefore splits at \(r'=r\). Since \(4\pi r'^2n(r')=4r'^2e^{-2r'}\),

\[
v_H(r)=\frac1r\int_0^r4r'^2e^{-2r'}dr'+\int_r^\infty4r'e^{-2r'}dr' .
\]

The antiderivatives are \(-(2r'^2+2r'+1)e^{-2r'}\) and \(-(2r'+1)e^{-2r'}\), as differentiation confirms. Hence

\[
v_H(r)=\frac{1-(2r^2+2r+1)e^{-2r}}{r}+(2r+1)e^{-2r}
=\frac1r-e^{-2r}\left(1+\frac1r\right).
\]

At large \(r\) this tends to \(1/r\), the potential of one unit of charge. At small \(r\), the expansion \(e^{-2r}\approx1-2r\) shows that the \(1/r\) terms cancel and \(v_H\to1\).

The Hartree energy is half the interaction of the density with its own potential:

\[
U=\frac12\int_0^\infty4r^2e^{-2r}\,v_H(r)\,dr
=2\int_0^\infty\left(re^{-2r}-r^2e^{-4r}-re^{-4r}\right)dr .
\]

The three integrals are \(1/4\), \(2/64=1/32\) and \(1/16\), so

\[
U=2\left(\frac{8}{32}-\frac1{32}-\frac2{32}\right)=\frac5{16}=0.3125\ \text{hartree}\quad(8.504\ \text{eV}).
\]

The hydrogen atom has one electron and no electron–electron repulsion. This energy is the electron's density repelling itself, and a correct theory has to remove it.

## Part (b)

**Question.** Evaluate the Fock exchange energy and the total energy that includes it. Does the exchange operator cancel the Hartree potential for every orbital? Use the empty spin-up 2s orbital to decide.

**Answer.** One spin-up orbital is occupied, so the double sum has the single term \(i=j\). The orbital is real, and the numerator becomes \(\varphi(r)^2\varphi(r')^2=n(r)n(r')\). Therefore

\[
E_x=-\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-U=-\frac5{16}\ \text{hartree}.
\]

The cancellation \(U+E_x=0\) did not use the shape of \(\varphi\). It holds for any normalized one-electron orbital.

For the total energy, the kinetic and nuclear terms are also needed. Because \(|\nabla\varphi|^2=\varphi^2=n\) for this orbital,

\[
T=\frac12\int_0^\infty4r^2e^{-2r}dr=\frac12,\qquad
V=-\int_0^\infty4r\,e^{-2r}dr=-1 .
\]

The total is \(T+V+U+E_x=-\tfrac12\) hartree, the ground-state energy of the one-electron Schrödinger equation.

In the orbital equation, exchange enters as \(-K\), where for a spin-up function \(\psi\)

\[
(K\psi)(\mathbf r)=\varphi(\mathbf r)\int\frac{\varphi(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]

For \(\psi=\varphi\) the integral is \(v_H\), so \(K\varphi=v_H\varphi\) and the occupied orbital feels no self-repulsion. For the 2s orbital,

\[
\varphi_2=\frac{1}{\sqrt{8\pi}}\left(1-\frac r2\right)e^{-r/2},
\]

the Coulomb expectation value is

\[
\langle v_H\rangle_{2s}=\frac12\int_0^\infty r^2\left(1-r+\frac{r^2}4\right)e^{-r}\,v_H(r)\,dr .
\]

The \(1/r\) part of \(v_H\) contributes \(\tfrac12(1-2+\tfrac32)=\tfrac14\). In the other part, the polynomial is \((r^2+r)(1-r+r^2/4)=r-\tfrac34r^3+\tfrac14r^4\), multiplied by \(e^{-3r}\). It contributes \(-\tfrac12(\tfrac19-\tfrac1{18}+\tfrac2{81})=-\tfrac{13}{324}\). Thus \(\langle v_H\rangle_{2s}=\tfrac{17}{81}\approx0.210\) hartree.

For exchange, the source is the product \(\varphi\varphi_2\). Its radial density and the charge enclosed within \(r\) are

\[
p(r)=4\pi r^2\varphi\varphi_2=\sqrt2\,r^2\left(1-\frac r2\right)e^{-3r/2},\qquad
Q(r)=\int_0^rp\,dr'=\frac{\sqrt2}{3}\,r^3e^{-3r/2},
\]

as differentiating \(Q\) confirms. Counting each pair of shells from the outer one, and then integrating by parts with vanishing boundary terms,

\[
\langle K\rangle_{2s}=2\int_0^\infty\frac{p\,Q}{r}\,dr=\int_0^\infty\frac{(Q^2)'}{r}\,dr
=\int_0^\infty\frac{Q^2}{r^2}\,dr=\frac29\cdot\frac{24}{3^5}=\frac{16}{729}\approx0.022 .
\]

The two values differ, so the cancellation is not an operator identity. The empty orbital is repelled by the electron in 1s, as an additional electron would be.

The numerical check builds the Coulomb and exchange matrices separately in a basis of 18 Gaussian s functions. It finds 0.3125 and −0.3125 hartree for the two 1s energies. For its second orbital it gives 0.2191 and 0.0238 hartree, about 4% and 8% above the values just derived. That orbital is thus only a rough approximation to 2s, although the large difference between the two terms is clear.

## Part (c)

**Question.** A local approximation takes its exchange energy from a uniform electron gas. Derive the exchange energy per volume of a uniform gas in which all electrons have the same spin, with density \(n_\sigma\). A uniform positive background keeps the gas neutral.

**Answer.** The occupied orbitals are plane waves with \(k<k_F\). Counting them gives

\[
n_\sigma=\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2},\qquad k_F=(6\pi^2n_\sigma)^{1/3}.
\]

The double sum in \(E_x\) is \(|\rho_\sigma(\mathbf r,\mathbf r')|^2\), where \(\rho_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')\). In the gas this depends on the separation \(s=|\mathbf r-\mathbf r'|\) alone. Averaging \(e^{i\mathbf k\cdot\mathbf s}\) over directions gives \(\sin(ks)/(ks)\), and so, with \(x=k_Fs\),

\[
\rho_\sigma(s)=\frac1{2\pi^2}\int_0^{k_F}k^2\,\frac{\sin ks}{ks}\,dk
=\frac{\sin x-x\cos x}{2\pi^2s^3}=3n_\sigma\frac{j_1(x)}{x},
\]

where \(j_1(x)=(\sin x-x\cos x)/x^2\). The energy per volume follows from \(d^3s=4\pi s^2ds\) and \(s\,ds=x\,dx/k_F^2\):

\[
e_x=-\frac12\int\frac{\rho_\sigma(s)^2}{s}\,d^3s
=-\frac{18\pi n_\sigma^2}{k_F^2}\int_0^\infty\frac{j_1(x)^2}{x}\,dx .
\]

The remaining integral has an elementary antiderivative. With \(j_0=\sin x/x\), direct differentiation gives \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\), hence

\[
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1\left(j_0-\frac{2j_1}{x}\right)=-\frac{4j_1^2}{x}.
\]

The bracket \(j_0^2+j_1^2\) falls from 1 at \(x=0\) to 0 at infinity, so the integral is \(1/4\). Substituting it, and using \(n_\sigma/k_F^2=k_F/(6\pi^2)\),

\[
e_x=-\frac{9\pi}{2}\frac{n_\sigma^2}{k_F^2}=-\frac{3}{4\pi}\,k_Fn_\sigma=-C\,n_\sigma^{4/3},\qquad
C=\frac34\left(\frac6\pi\right)^{1/3}=0.9305 .
\]

The energy per electron varies as \(n_\sigma^{1/3}\), an inverse length, as a Coulomb energy must when \(1/k_F\) is the only length available.

## Part (d)

**Question.** The local spin-density (LSD) approximation applies the result of part (c) at each point, separately for each spin. Evaluate it on the exact hydrogen density and compare with exact exchange. What changes if the spin polarization is ignored? How does the relative error depend on the nuclear charge \(Z\) of a one-electron ion?

**Answer.** The approximation is

\[
E_x^{\rm LSD}=-C\int\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right)d^3r .
\]

Here \(n_\downarrow=0\), and

\[
\int n^{4/3}d^3r=\pi^{-4/3}\,4\pi\int_0^\infty r^2e^{-8r/3}dr
=4\pi^{-1/3}\cdot2\left(\frac38\right)^3=\frac{27}{64}\,\pi^{-1/3}=0.28805 .
\]

Multiplication by \(-C\) gives

\[
E_x^{\rm LSD}=-\frac{81}{256}\left(\frac{6}{\pi^2}\right)^{1/3}
=-0.9305\times0.28805=-0.2680\ \text{hartree}\quad(-7.294\ \text{eV}).
\]

This is 85.8% of the exact exchange energy. The Hartree energy is no longer cancelled, and the remainder is

\[
U+E_x^{\rm LSD}=0.3125-0.2680=0.0445\ \text{hartree}\quad(1.210\ \text{eV}).
\]

This is the self-interaction error of the exchange-only treatment. The total energy on the exact density becomes \(-0.5+0.0445=-0.4555\) hartree. Correlation is left out here; for one electron its true value is zero, so the missing energy belongs to exchange. The full LSD approximation adds a local correlation term that does not vanish for one electron. With the Perdew–Wang 1992 parametrization it is −0.022 hartree on this density, which offsets about half of the remainder, so 0.0445 hartree is the error of the exchange-only treatment, not of full LSD.

If the polarization is ignored, each spin is assigned the density \(n/2\). Then \(2(n/2)^{4/3}=2^{-1/3}n^{4/3}\), and the exchange energy shrinks to \(-0.2127\) hartree. The remainder grows to \(0.3125-0.2127=0.0998\) hartree, more than twice as large. The two calculations use the same local formula on the same total density and differ only in how it is divided between the spins, so the whole increase, \(0.0998-0.0445=0.0553\) hartree, comes from the wrong spin density.

For nuclear charge \(Z\), the density is \(n_Z(\mathbf r)=Z^3n(Z\mathbf r)\). Substituting \(\mathbf u=Z\mathbf r\) in the integrals shows that \(U\) is multiplied by \(Z\). The LSD integral acquires \(Z^4\) from the density and \(Z^{-3}\) from the volume element, again a factor \(Z\). LSD exchange therefore recovers the same 85.8% for every such ion. The remainder is \(0.0445\,Z\) hartree, while the total energy is \(-Z^2/2\), so the error relative to the total energy falls as \(1/Z\).

## Part (e)

**Question.** In which region does LSD exchange lose energy? Then let the density relax in the exchange-only LSD calculation, and discuss what happens to the error. What would mixing in a fraction \(a\) of exact exchange do?

**Answer.** Both exchange energies can be written as \(\int n\,\varepsilon\,d^3r\), with

\[
\varepsilon^{\rm exact}(r)=-\tfrac12v_H(r),\qquad \varepsilon^{\rm LSD}(r)=-C\,n(r)^{1/3}.
\]

Other functions have the same integral, so the comparison by region refers to this usual convention.

| \(r\) (bohr) | exact (hartree) | LSD (hartree) |
|---|---|---|
| 0.1 | −0.4970 | −0.5944 |
| 0.5 | −0.4482 | −0.4552 |
| 1.0 | −0.3647 | −0.3262 |
| 2.0 | −0.2363 | −0.1675 |
| 4.0 | −0.1248 | −0.0441 |

The curves cross at 0.552 bohr. Inside this radius LSD is too negative and contributes −0.0028 hartree to the error. Outside it is too weak and contributes +0.0472 hartree. Before rounding, the two contributions add up to the remainder 0.0445 hartree found in part (d). The inner region has the larger mismatch at the nucleus but a small volume, and it offsets little of the outer loss.

The exchange hole explains the difference in the tail. For an electron at \(\mathbf r\), the hole density at \(\mathbf r'\) is \(|\rho_\sigma(\mathbf r,\mathbf r')|^2/n_\sigma(\mathbf r)\). In hydrogen this equals \(n(\mathbf r')\): the hole stays around the nucleus wherever the electron is. A distant electron therefore has \(\varepsilon^{\rm exact}\to-1/(2r)\). The gas hole is instead centred on the electron and has a width of order \(1/k_F\). In the tail it becomes wide and shallow, and \(\varepsilon^{\rm LSD}\) decays as \(e^{-2r/3}\).

When the density relaxes, the spurious repulsion favours a more extended atom. A simple trial density \(\zeta^3n(\zeta\mathbf r)\) shows this. Its kinetic energy is \(\zeta^2/2\), its nuclear energy is \(-\zeta\), and by the scaling of part (d) its remainder is \(0.0445\,\zeta\):

\[
E(\zeta)=\frac{\zeta^2}{2}-(1-0.0445)\,\zeta .
\]

The minimum lies at \(\zeta=0.9555\), where \(E=-\zeta^2/2=-0.4565\) hartree. The full self-consistent calculation, in the same Gaussian basis as before, has more freedom and reaches −0.4571 hartree. Its terms are \(U=0.29456\) and \(E_x^{\rm LSD}=-0.25324\) hartree, with remainder 0.0413 hartree. Relaxation thus lowers the total energy by only 0.0015 hartree from its value on the exact density, and most of the error persists.

Suppose now that the exchange energy is \(aE_x+(1-a)E_x^{\rm LSD}\), again without correlation. On the exact density, \(E_x=-U\) gives

\[
U+aE_x+(1-a)E_x^{\rm LSD}=(1-a)\left(U+E_x^{\rm LSD}\right).
\]

A hybrid with \(a=1/4\) keeps three quarters of the remainder, \(0.75\times0.0445=0.033\) hartree. In this exchange-only setting the self-interaction error vanishes at \(a=1\), where the full Fock exchange is restored.

## Computed values

```
Energies on the exact hydrogen density
kinetic energy               0.500000 hartree
nuclear attraction           -1.000000 hartree
Hartree energy, real space   0.312500 hartree
Hartree energy, Fourier      0.312500 hartree
Hartree energy               8.504 eV
LSD exchange, closed form    -0.268037 hartree
LSD exchange, libxc          -0.268037 hartree
LSD exchange                 -7.294 eV
unpolarized LDA exchange     -0.212742 hartree
LSD share of exact exchange  85.77 percent
remainder U + Ex(LSD)        0.044463 hartree
remainder U + Ex(LSD)        1.210 eV
total energy, LSD exchange   -0.455537 hartree
Gaussian basis, Coulomb and exchange built separately
number of s functions        18
lowest one-electron level    -0.500000 hartree
Hartree energy               0.312500 hartree
Fock exchange energy         -0.312500 hartree
Hartree + Fock exchange      5.6e-17 hartree
2s Coulomb expectation       0.2191 hartree
2s exchange expectation      0.0238 hartree
Uniform gas of one spin
integral of j1^2/x to x=200  0.24999 (no unit)
C, closed form               0.930526 hartree bohr
C, momentum-space integral   0.930526 hartree bohr
integral of n^(4/3)          0.288050 1/bohr
Exchange energy per electron: r (bohr), exact, LSD (hartree)
  0.1  -0.4970  -0.5944
  0.5  -0.4482  -0.4552
  1.0  -0.3647  -0.3262
  2.0  -0.2363  -0.1675
  4.0  -0.1248  -0.0441
crossing radius              0.5522 bohr
LSD error from inside        -0.002780 hartree
LSD error from outside       0.047243 hartree
Self-consistent exchange-only LSD, same Gaussian basis
Hartree energy               0.29456 hartree
exchange energy              -0.25324 hartree
remainder                    0.04132 hartree
total energy                 -0.45708 hartree
```
